# Thermal Capture at Repulsive Charged Defects: The Cube-Root Law

In a model of electron capture at a singly negative acceptor in gallium nitride at 300 K, Coulomb repulsion reduces the capture coefficient to 0.034 of its value for an uncharged centre. Cooling to 100 K reduces this factor to 0.0038. These values assume a capture coupling independent of carrier energy. The electrons captured at 300 K then have a mean energy of 79 meV, although the mean over all conduction electrons is \(3k_BT/2=39\) meV. Both facts follow from a competition: fast carriers penetrate the repulsive barrier more easily, but there are few of them.

Let the carriers occupy an isotropic parabolic band of mass \(m\), with a Maxwell–Boltzmann distribution. The defect repels them with the unscreened potential energy \(Ze^2/(4\pi\varepsilon r)\), where \(Z>0\) and \(\varepsilon\) is the static permittivity. The natural length and energy are

\[
a=\frac{4\pi\varepsilon\hbar^2}{me^2},\qquad R=\frac{\hbar^2}{2ma^2}.
\]

Capture itself is caused by a coupling \(W\) confined to a region much smaller than \(a\). In the golden rule, the matrix element of \(W\) between the incoming state \(\psi\) and the bound state is then proportional to \(\psi(0)\), and the rate to \(|\psi(0)|^2\). If \(\psi\) is normalized to unit density in the incident wave, the capture coefficient is

\[
C(E)=C_0\,s(E),\qquad s(E)=|\psi(0)|^2 .
\]

Here \(C_0\) is the coefficient without the Coulomb distortion, taken for now as independent of energy.

To find \(s\), write \(E=\hbar^2k^2/2m\) and \(\eta=Z/(ka)\). Multiplying the Schrödinger equation by \(-2m/\hbar^2\) gives

\[
\nabla^2\psi+k^2\psi-\frac{2\eta k}{r}\psi=0 .
\]

For incidence along \(z\), try \(\psi=Ne^{ikz}f(\zeta)\) with \(\zeta=r-z\). The derivatives needed are

\[
\partial_z\zeta=-\frac{\zeta}{r},\qquad |\nabla\zeta|^2=\frac{2\zeta}{r},\qquad \nabla^2\zeta=\frac2r .
\]

The term \(-k^2f\) from the plane wave cancels \(+k^2f\). What remains, multiplied by \(r/2\), is

\[
\zeta f''+(1-ik\zeta)f'-\eta k f=0 .
\]

With \(t=ik\zeta\) and \(\alpha=-i\eta\), division by \(ik\) turns this into \(tf_{tt}+(1-t)f_t-\alpha f=0\). A series \(f=\sum c_nt^n\) must obey \((n+1)^2c_{n+1}=(n+\alpha)c_n\). The solution regular at the origin with \(f(0)=1\) is therefore the confluent hypergeometric function \({}_1F_1(\alpha;1;t)\). The same series results from

\[
f(t)=\frac1{2\pi i}\oint \frac{e^{tv}}{v}\left(1-\frac1v\right)^{-\alpha}dv ,
\]

where the contour runs anticlockwise round the segment from 0 to 1. Expanding both factors on a large circle and taking the residue reproduces the coefficients \(c_n\).

The constant \(N\) is fixed far from the defect, where \(\tau=k\zeta\) is large. Since \(e^{i\tau v}\) decays for large positive imaginary \(v\), the branch cut can be bent upwards inside a tall contour. This leaves two loops, one round a vertical cut starting at 0 and one round a vertical cut starting at 1. Near \(v=0\) the integrand is \(e^{i\tau v}v^{-1}(-v)^\alpha\), with \((-v)^\alpha\) real-based for negative \(v\). Put \(w=i\tau v\). For negative \(v\) the phase of \(w\) is \(-\pi/2\), so \((-v)^\alpha=w^\alpha\tau^{-\alpha}e^{i\pi\alpha/2}\). Hankel's integral for the gamma function then gives

\[
f\to\frac{\tau^{-\alpha}e^{i\pi\alpha/2}}{\Gamma(1-\alpha)}
=\frac{\tau^{i\eta}e^{\pi\eta/2}}{\Gamma(1+i\eta)} .
\]

The loop at \(v=1\) gives a term smaller by \(1/\tau\), which is the scattered wave. As \(|\tau^{i\eta}|=1\), unit incident density requires \(|N|=e^{-\pi\eta/2}|\Gamma(1+i\eta)|\). At the defect \(f=1\), and the reflection formula gives \(|\Gamma(1+i\eta)|^2=\pi\eta/\sinh\pi\eta\). Hence

\[
s=e^{-\pi\eta}\frac{\pi\eta}{\sinh\pi\eta}=\frac{y}{e^y-1},\qquad
y=2\pi\eta=2\pi Z\sqrt{\frac RE}.
\]

This is the Sommerfeld factor for repulsion. At low energy it behaves as \(ye^{-y}\): the exponential is the tunnelling probability through the Coulomb barrier.

The thermal average weights \(s\) with the density of states and the Boltzmann factor. Let \(\theta=k_BT\) and \(x=E/\theta\). Since \(\int_0^\infty\sqrt x\,e^{-x}dx=\sqrt\pi/2\),

\[
\langle s\rangle=\frac2{\sqrt\pi}\int_0^\infty\sqrt x\,e^{-x}s\,dx .
\]

Define

\[
x_0=\left(\frac{\pi^2Z^2R}{\theta}\right)^{1/3},
\qquad\text{so that}\qquad y=\frac{2x_0^{3/2}}{\sqrt x}.
\]

The product \(\sqrt x\,y=2x_0^{3/2}\) is constant. The density of states thus cancels against the prefactor of \(s\):

\[
\langle s\rangle=\frac{4x_0^{3/2}}{\sqrt\pi}\int_0^\infty\frac{e^{-x}}{e^y-1}\,dx
=\frac{4x_0^{3/2}}{\sqrt\pi}\sum_{n=1}^{\infty}J_n,
\]

\[
J_n=\int_0^\infty\exp\left(-x-\frac{2nx_0^{3/2}}{\sqrt x}\right)dx .
\]

In \(J_1\) the exponent is stationary when \(-1+x_0^{3/2}x^{-3/2}=0\), that is, at \(x=x_0\). Its value there is \(-x_0-2x_0=-3x_0\). Scaling by \(x=x_0u\) gives

\[
J_1=x_0\int_0^\infty e^{-x_0\varphi(u)}du,\qquad \varphi(u)=u+\frac2{\sqrt u}.
\]

At \(u=1\), \(\varphi=3\), \(\varphi'=0\), \(\varphi''=3/2\), \(\varphi'''=-15/4\) and \(\varphi''''=105/8\). For large \(x_0\) the peak is narrow, and the quadratic term gives \(J_1\approx x_0e^{-3x_0}\sqrt{4\pi/(3x_0)}\). Multiplying by \(4x_0^{3/2}/\sqrt\pi\) yields

\[
\boxed{\langle s\rangle\simeq\frac8{\sqrt3}\,x_0^2\,e^{-3x_0},\qquad x_0\propto T^{-1/3}}
\]

The next order comes from the cubic and quartic terms. With \(q=u-1\), the Gaussian has \(\langle q^2\rangle=2/(3x_0)\), hence \(\langle q^4\rangle=4/(3x_0^2)\) and \(\langle q^6\rangle=40/(9x_0^3)\). The quartic term enters once and the cubic term squared:

\[
-\frac{x_0}{24}\frac{105}{8}\frac4{3x_0^2}
+\frac{x_0^2}{72}\frac{225}{16}\frac{40}{9x_0^3}
=\frac{-105+125}{144\,x_0}=\frac5{36x_0}.
\]

The integral \(J_2\) follows from \(J_1\) on replacing \(x_0^{3/2}\) by \(2x_0^{3/2}\), that is, \(x_0\) by \(2^{2/3}x_0\). As \(J_1\propto x_0^{1/2}e^{-3x_0}\), the two corrections together give

\[
\langle s\rangle\approx\frac8{\sqrt3}x_0^2e^{-3x_0}
\left[1+\frac5{36x_0}+2^{1/3}e^{-3(2^{2/3}-1)x_0}\right].
\]

For the example, take \(m=0.20\,m_e\), relative permittivity 10 and \(Z=1\). Then \(R=27.2\) meV and \(a=2.65\) nm. At 300 K, \(\theta=25.85\) meV, so \(x_0=(9.870\times27.21/25.85)^{1/3}=2.18\). The leading formula gives \(4.619\times4.761\times e^{-6.546}=0.0316\). The corrections in the bracket are 0.064 and 0.027, which raise the result to 0.0344. Direct quadrature of the thermal average gives the third column below.

| \(T\) (K) | \(x_0\) | quadrature | leading | corrected |
|---|---|---|---|---|
| 100 | 3.147 | 0.00381 | 0.00363 | 0.00381 |
| 200 | 2.498 | 0.0172 | 0.0160 | 0.0172 |
| 300 | 2.182 | 0.0344 | 0.0316 | 0.0344 |
| 500 | 1.840 | 0.0706 | 0.0626 | 0.0704 |

Relative to quadrature, the leading formula is low by 5% at 100 K and by 11% at 500 K. It works at such moderate \(x_0\) because the coefficient 5/36 is small and the term from \(J_2\) adds at most 5% in this range.

The opposite limit shows where the saddle point loses its meaning. At high temperature \(x_0\ll1\), \(y\) is small for most carriers, and \(s\approx1-y/2\). Since \(\sqrt x\,y\) is constant, \(\langle y\rangle=4x_0^{3/2}/\sqrt\pi\), and

\[
\langle s\rangle\approx1-\frac{2x_0^{3/2}}{\sqrt\pi}=1-2Z\sqrt{\frac{\pi R}{\theta}} .
\]

Repulsion is then a weak correction, and no tunnelling exponent exists.

The statement that the exponent scales as \(T^{-1/3}\) concerns \(3x_0\), not the whole logarithm of \(\langle s\rangle\). The prefactor contributes \(T^{-2/3}\), and

\[
-\ln\langle s\rangle\simeq3x_0-2\ln x_0-\ln\frac8{\sqrt3}.
\]

At 300 K the three terms are 6.55, \(-1.56\) and \(-1.53\), so the last two are far from negligible. The local power of \(T\) in \(-\ln\langle s\rangle\), found by quadrature, is \(-0.47\) at 300 K. It comes close to \(-1/3\) only deep in the asymptotic regime: at \(x_0=2000\) it is \(-0.334\).

A better plot removes the prefactor. The logarithm of \(\langle s\rangle T^{2/3}\) against \(T^{-1/3}\) should have the slope \(-3(\pi^2Z^2R/k_B)^{1/3}=-43.8\) K\(^{1/3}\). The quadrature values at 100 and 300 K give \(-44.4\) K\(^{1/3}\). The difference of 0.6 comes from the bracket: the ratio of quadrature to leading formula falls from 1.090 at 300 K to 1.048 at 100 K. The logarithm of the quotient, 0.040, divided by the change of 0.066 K\(^{-1/3}\) in \(T^{-1/3}\), accounts for it.

The energies of the captured carriers follow from the same function. Let \(b=1/\theta\) and \(I(b)=\int\sqrt E\,e^{-bE}s\,dE\), which is proportional to \(b^{-3/2}\langle s\rangle\). The mean energy at capture is

\[
\bar E=-\frac{d\ln I}{db}=\frac32\theta+E_a,\qquad E_a=-\frac{d\ln\langle s\rangle}{db}.
\]

Here \(E_a\) is the apparent activation energy, the local slope of an Arrhenius plot of \(\langle s\rangle\). Since \(x_0\propto b^{1/3}\), \(dx_0/db=x_0\theta/3\), and the leading formula gives

\[
E_a\simeq\left(3-\frac2{x_0}\right)\frac{x_0\theta}3=\left(x_0-\frac23\right)\theta,
\qquad \bar E\simeq\left(x_0+\frac56\right)\theta .
\]

A second derivative gives the variance. Because \(x_0/b\propto b^{-2/3}\),

\[
-\frac{d\bar E}{db}\simeq\left(\frac{2x_0}3+\frac56\right)\theta^2 .
\]

At 300 K the saddle lies at \(x_0\theta=56\) meV. The formulas give \(\bar E=78\) meV and \(E_a=39\) meV, while quadrature gives 79 and 41 meV. The spread found by quadrature is 40 meV. The first term of the variance alone gives 31 meV; both terms give 39 meV. The window is therefore broad at this temperature, and its mean lies well above the saddle. The apparent activation energy is not a fixed barrier: at 100 K the same formula gives \((3.147-0.667)\times8.62=21\) meV. An Arrhenius line fitted near room temperature would thus predict too strong a suppression in the cold.

Higher charge acts through \(x_0\propto Z^{2/3}\). At 300 K, with all else fixed, \(\langle s\rangle\) falls from 0.034 for \(Z=1\) to 0.0018 for \(Z=2\) and 0.00012 for \(Z=3\).

So far \(C_0\) has been constant. If it has an activated factor \(e^{-E_b/\theta}\), this outruns the cube-root law on cooling, since \(1/T\) grows faster than \(T^{-1/3}\). Without screening, the suppression gives the whole low-temperature trend if the lattice part of capture has settled to a constant. A dependence on carrier energy is milder. For \(C_0\propto e^{\beta E}\) with \(\beta\theta<1\), the two exponentials merge into a Boltzmann factor of temperature \(T'\):

\[
\langle s\,e^{\beta E}\rangle=\left(\frac{T'}T\right)^{3/2}\langle s\rangle_{T'},\qquad
\frac1{k_BT'}=\frac1{k_BT}-\beta .
\]

For fixed \(\beta\), \(\beta\theta\to0\) on cooling. The exponent changes by about \(\beta x_0\theta\propto T^{2/3}\), which also vanishes, so the law survives.

At room temperature the effect can be large. Consider one phonon mode of 40 meV with Huang–Rhys factor 10 and 20 phonons released. These are round model values. Thermally averaged overlaps of the displaced oscillators for 20 and 21 phonons give \(\beta=-14\) eV\(^{-1}\) at 300 K, because a faster carrier leaves more energy for the lattice to absorb, and the overlaps fall with the number of phonons once this exceeds the Huang–Rhys factor, as it does here. Relative to a \(C_0\) fixed at its threshold value, capture is multiplied by 0.37. The same slope multiplies capture at an uncharged centre by \((T'/T)^{3/2}=0.62\), so the ratio of charged to uncharged capture falls from 0.034 to about 0.020, and the mean energy at capture drops to about 60 meV. The linear extrapolation of \(\ln C_0\) spans more than one phonon energy here. Bare overlaps also omit the lattice-coordinate matrix element of nonradiative capture, which weakens the slope to between \(-9\) and \(-13\) eV\(^{-1}\) and raises the factor to 0.4–0.5. The value 0.37 is therefore an estimate of size.

Mobile carriers also screen the defect. For Debye screening the potential energy acquires a factor \(e^{-r/\lambda}\), and for \(r\ll\lambda\) it is the Coulomb form lowered by

\[
\Delta=\frac{Ze^2}{4\pi\varepsilon\lambda}.
\]

Only the s-wave reaches the centre. Far away its radial function has amplitude \(1/k\). If the potential changes slowly over a wavelength, flux conservation keeps wave number times squared amplitude constant. Inside, where the wave number \(k'\) belongs to the energy \(E+\Delta\), the squared amplitude is \(1/(kk')\). An unscreened wave of that energy would have \(1/k'^2\). Hence \(s_{\rm scr}(E)\approx(k'/k)\,s(E+\Delta)\), or

\[
\sqrt E\,s_{\rm scr}(E)\approx\sqrt{E+\Delta}\;s(E+\Delta).
\]

This is least accurate for slow carriers, whose wavelength and turning point are not small compared with \(\lambda\). The slowest contribute little to capture, but on cooling the error reaches into the capture window.

Shifting the integration variable in the thermal average produces the factor \(e^{\Delta/\theta}\). The lower limit moves to \(\Delta\), which costs little while \(\Delta\) lies well below the capture window.

With \(10^{16}\) free electrons per cm\(^3\), \(\lambda=37.8\) nm at 300 K. As \(e^2/(4\pi\varepsilon)=2Ra=144\) meV nm, \(\Delta=3.8\) meV and the factor is 1.16. Integration of the radial equation with the screened potential gives 1.15. At 100 K the estimate is 2.15 and the integration gives 1.98, but here the Debye potential itself is doubtful. It comes from a linear theory that needs \(\Delta\ll\theta\), whereas \(\Delta/\theta=0.77\) and a sphere of radius \(\lambda\) holds less than one electron. Linear theory also overstates the screening of a repulsive charge, because the electron density near it cannot fall below zero. The value 1.98 is therefore likely to be too high. At fixed density linear theory gives \(\lambda\propto\sqrt T\) and \(\Delta/\theta\propto T^{-3/2}\), which would reach one at 84 K. This temperature is only a rough scale, but it shows that at fixed density screening stops being a small correction, and the cube-root law of the bare barrier stops being reliable, long before the raw logarithm could show its limiting power. In a doped crystal the density is not fixed, because donors bound by about \(R\) freeze out. For \(10^{16}\) uncompensated donors per cm\(^3\), about \(6\times10^{15}\) electrons per cm\(^3\) remain at 100 K. The ratio \(\Delta/\theta\) then stays between about 0.6 and 1 down to 40 K and becomes small again below about 20 K. In compensated material, charge rearranging among the ionized impurities can go on screening. A lower density widens the range, since \(\Delta\propto\sqrt n\).

The parameters are rough typical values for electrons in a lightly doped GaN drift layer of a power device; \(C_0=10^{-8}\) cm\(^3\)/s is a round model value. They give \(C=3.4\times10^{-10}\) cm\(^3\)/s at 300 K. Division by the mean thermal speed, \(2.4\times10^7\) cm/s, gives a cross section of \(1.4\times10^{-17}\) cm\(^2\). The phonon estimate above would lower \(C\) to about \(1.3\times10^{-10}\) cm\(^3\)/s, the largest shift among the effects sized here at this temperature. A mass 10% heavier, taken as a rough allowance for anisotropy or polaron dressing, multiplies \(\langle s\rangle\) by 0.86. Degeneracy is negligible, with a density 0.4% of the effective density of states. Nonparabolicity is not sized here. The saddle energy is only 1.7% of a 3.4 eV gap, but under the barrier the carrier's energy lies below the local band edge. At 0.3 nm from the defect the difference is \(144/0.3-56=424\) meV, or 12% of the gap. At the edge of a core of radius 0.3 nm the s-wave density exceeds its value at the centre by a factor 1.23. The radial function starts as \(r(1+Zr/a)\), so this factor is nearly independent of energy and belongs in \(C_0\).

The assumption that an operating device breaks most plainly is that of zero field. The classical turning point at the saddle energy is \(144/56.4=2.55\) nm from the defect, and a field of 0.10 MV/cm changes the potential energy by \(k_BT\) over that distance. A blocking drift layer can carry fields well above this. The barrier is then distorted and the carriers need not be thermal, so the numbers here apply to regions near equilibrium. The remaining values are in the numerical output.

## Calculated quantities

```
Inputs: mass 0.20 m_e, permittivity 10.0
Free density 1.0e+16 cm^-3, gap 3.4 eV
Effective Rydberg 27.21 meV
Effective Bohr radius 2.646 nm
Z=1: T(K), x0, <s> quadrature, leading, corrected
 100  3.1470  3.8065e-03  3.6323e-03  3.8105e-03
 200  2.4978  1.7169e-02  1.6045e-02  1.7185e-02
 300  2.1820  3.4430e-02  3.1576e-02  3.4437e-02
 400  1.9825  5.2619e-02  4.7426e-02  5.2565e-02
 500  1.8404  7.0584e-02  6.2598e-02  7.0402e-02
At 300 K: kT 25.852 meV
Saddle energy 56.41 meV
Mean capture energy 79.35 meV
Mean by formula 77.95 meV
Capture energy spread 39.91 meV
Spread by formula 31.18 meV
Apparent activation energy 40.57 meV
Activation by formula 39.17 meV
Neutral-centre capture C0 1.0e-08 cm^3/s
Capture coefficient 3.443e-10 cm^3/s
Mean thermal speed 2.406e+07 cm/s
Capture cross section 1.431e-17 cm^2
<s> at 300 K for Z=2: 1.773e-03
<s> at 300 K for Z=3: 1.197e-04
Power of T in -ln<s>, 300 K: -0.4659
Same power at x0=2000: -0.33415
Slope of ln(<s>T^(2/3)) vs T^(-1/3), 100-300 K: -44.42 K^(1/3)
Slope by formula: -43.82 K^(1/3)
Neglected effects, as factors on <s> where so named
100 K: turning point 5.31 nm, Debye length 21.8 nm
  screening factor 1.980, estimate 2.151
  core factor 1.243 (radius 0.3 nm)
  density / band density of states 2.32e-02
  phonon slope -18.36 /eV, factor 0.549
  field for drop kT over turning point 0.0162 MV/cm
  factor for 10% heavier mass 0.784
300 K: turning point 2.55 nm, Debye length 37.8 nm
  screening factor 1.153, estimate 1.159
  core factor 1.234 (radius 0.3 nm)
  density / band density of states 4.46e-03
  phonon slope -14.25 /eV, factor 0.369
  field for drop kT over turning point 0.1013 MV/cm
  factor for 10% heavier mass 0.858
Phonon model: 40 meV, Huang-Rhys 10, 20 released
Saddle energy / gap at 300 K: 0.0166
Screening shift equals kT at 83.7 K
```
